\section*{Why grain-boundary conductivity contains a cubic logarithm}

\section*{The question}

In the Mayadas--Shatzkes model, grain boundaries that cross the current path reduce the conductivity of a metal by an amount set by one dimensionless parameter $a$, which vanishes when the boundaries stop reflecting. One might expect weak boundary scattering to give a power series in $a$. Instead the small-$a$ expansion contains $a^3\ln a$. Why does a logarithm appear, why at third order, and what do electrons travelling almost parallel to the boundary planes have to do with it?

\section*{The mechanism}

Take planes perpendicular to $x$, with mean spacing $D$, and an electric field along $x$. Let $m=|v_x|/v$ be the absolute cosine of the angle between an electron's velocity and the normal of the planes. Electrons almost parallel to the planes have $m\ll1$.

Such electrons cross planes rarely: the encounter rate is $vm/D$. This alone would make them insensitive to the boundaries. But a thin barrier reflects slow normal motion strongly. When reflection is weak, its probability grows as $1/m^2$. The product of the two factors, the rate of reversal of $v_x$, therefore grows as $1/m$. Compared with the bulk scattering rate $1/\tau$, boundary scattering is a small correction for $m\gg a$ and dominates for $m\ll a$. However small $a$ is, some directions lie outside the reach of perturbation theory.

These directions carry little current, since the conductivity weights each direction by $v_x^2\propto m^2$. Each order of perturbation theory brings another factor $a/m$. The weight $m^2$ keeps the first two orders finite, but the third contains
\[
a^3\int\frac{dm}{m},
\]
which diverges logarithmically at small $m$. The true response cuts the divergence off at $m\sim a$, leaving $a^3\ln a$. The following sections derive the rate, the coefficient and the cutoff.

\section*{From one barrier to a relaxation rate}

\subsection*{Reflection by one plane}

Represent a boundary by the potential $S\delta(x)$. The momentum parallel to the plane is conserved, so the problem is one-dimensional with normal wavenumber $k=k_Fm$, where $k_F$ is the Fermi wavenumber. Write the wave as $e^{ikx}+\rho e^{-ikx}$ on the left and $te^{ikx}$ on the right. Continuity gives $1+\rho=t$. Integrating the Schr\"odinger equation across the barrier gives the jump in slope,
\[
ikt-ik(1-\rho)=2\beta t,\qquad \beta=\frac{m_eS}{\hbar^2},
\]
with $m_e$ the electron mass. Since $1-\rho=2-t$, this becomes $2ik(t-1)=2\beta t$, so
\[
t=\frac{1}{1+i\beta/k},\qquad
T=|t|^2=\frac{k^2}{k^2+\beta^2},\qquad R=1-T.
\]
The ratio of reflection to transmission is
\begin{equation}
\frac{R(m)}{T(m)}=\frac{\beta^2}{k_F^2m^2}=\frac{r}{m^2},
\qquad r=\frac{R(1)}{1-R(1)} .
\label{ratio}
\end{equation}
Here $R(1)$ is the reflection probability at normal incidence.

\subsection*{Many planes}

Assume that phases are lost between planes, so that probabilities rather than amplitudes are added. For two planes, summing over all internal bounces gives
\[
T_{12}=T_1T_2\sum_{n=0}^{\infty}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2}.
\]
Using $T_i=1-R_i$,
\[
\frac{1-T_{12}}{T_{12}}
=\frac{1-R_1R_2-T_1T_2}{T_1T_2}
=\frac{R_1T_2+R_2T_1}{T_1T_2}
=\frac{R_1}{T_1}+\frac{R_2}{T_2}.
\]
The ratio $R/T$ is thus additive, and $N$ equal planes have the ratio $NR/T$.

Now replace the planes by a continuous medium that reverses $v_x$ at rate $W$. Let $j_+$ and $j_-$ be the fluxes to the right and left. Their difference $J=j_+-j_-$ is constant, and
\[
\frac{dj_+}{dx}=-\frac{W}{vm}(j_+-j_-)=-\frac{W}{vm}J .
\]
For unit incident flux and no flux entering from the far side, a layer of length $ND$ transmits $J=T_N$. Integration gives $T_N=1-(W/vm)ND\,T_N$, or $(1-T_N)/T_N=WND/(vm)$. Equating this to $NR/T$ yields
\begin{equation}
W(m)=\frac{vm}{D}\frac{R(m)}{T(m)}=\frac{vr}{Dm}.
\label{rate}
\end{equation}

This derivation omits bulk collisions between planes. A uniform rate $W$ is justified when an electron crosses many planes before a bulk collision. With bulk mean free path $L=v\tau$, this requires $Lm\gg D$, a condition that fails at sufficiently grazing angles. Its consequences are examined below.

\subsection*{The response to the field}

Let $f_0(\varepsilon)$ be the equilibrium distribution, $g$ its linear change in the field $E$, and $\bar{\mathbf k}$ the wavevector with $k_x$ reversed. For charge $-e$ the steady Boltzmann equation is
\[
-eEv_x\frac{\partial f_0}{\partial\varepsilon}
=-\frac{g(\mathbf k)}{\tau}-W\,[g(\mathbf k)-g(\bar{\mathbf k})].
\]
Bulk scattering is taken as isotropic. The driving term is odd in $v_x$, and both collision terms preserve this symmetry, so $g(\bar{\mathbf k})=-g(\mathbf k)$. The bracket equals $2g(\mathbf k)$: a reversal removes an electron from one side of the distribution and adds it to the other. Hence
\[
\frac1{\tau_*(m)}=\frac1\tau+2W(m)
=\frac1\tau\left(1+\frac am\right),
\qquad a=\frac{2L}{D}\,r .
\]
The factor 2 follows from counting reversals. The customary definition is $a=(L/D)R/(1-R)$, without this 2, so a reflection coefficient fitted with it differs from $R(1)$ here. The dependence of the conductivity on $a$ is the same.

\section*{The conductivity and its expansion}

Solving for $g$ gives $g=eEv_x\tau_*\,\partial f_0/\partial\varepsilon$. The current $-e\sum v_xg$ is then proportional to $\sum v_x^2\tau_*(-\partial f_0/\partial\varepsilon)$. For a degenerate metal with a spherical Fermi surface, only the angular average remains. Since $v_x^2=v^2m^2$ and $\tau_*/\tau=m/(m+a)$,
\begin{equation}
s(a)\equiv\frac{\sigma}{\sigma_0}
=\frac{\int_0^1m^2\,\frac{m}{m+a}\,dm}{\int_0^1m^2\,dm}
=3\int_0^1\frac{m^3}{m+a}\,dm .
\label{integral}
\end{equation}
To integrate, note that $(m+a)(m^2-am+a^2)=m^3+a^3$. Therefore
\begin{equation}
\frac{m^3}{m+a}=m^2-am+a^2-\frac{a^3}{m+a},
\label{division}
\end{equation}
and term-by-term integration gives
\begin{equation}
s(a)=1-\frac{3a}{2}+3a^2-3a^3\ln\left(1+\frac1a\right).
\label{closed}
\end{equation}
With $\ln(1+1/a)=-\ln a+\ln(1+a)$ and $\ln(1+a)=a-a^2/2+\cdots$, the expansion for $0<a<1$ is
\begin{equation}
s(a)=1-\frac{3a}{2}+3a^2+3a^3\ln a-3a^4+\frac{3a^5}{2}-\cdots .
\label{series}
\end{equation}
The logarithmic term is negative, because $\ln a<0$.

In the opposite limit, $a\gg1$, boundary scattering dominates for every direction. Replacing $m+a$ by $a$ in Eq.~(\ref{integral}) gives $s\simeq3/(4a)$. There is then no range $a\ll m\ll1$, and the expansion in $1/a$ is an ordinary power series, $3/(4a)-3/(5a^2)+1/(2a^3)-\cdots$, with no logarithm at any order.

\section*{Which directions produce the logarithm?}

Equation~(\ref{division}) isolates the part of the response beyond second order. Split its integral at $m=a$:
\begin{align}
-3a^3\int_0^a\frac{dm}{m+a}&=-3a^3\ln2, \label{low}\\
-3a^3\int_a^1\frac{dm}{m+a}&=-3a^3\ln\frac{1+a}{2a}. \label{high}
\end{align}
The most grazing sector, $m<a$, gives a plain cubic term. The logarithm comes from the second sector. For $a\ll m\ll1$ the integrand is close to $1/m$, so each factor of ten in $m$ contributes the same amount, $-3a^3\ln10$. Reducing $a$ by ten opens one more such decade. The electrons responsible are therefore nearly parallel to the planes on the scale of unity, but not on the scale of $a$.

The sector $m<a$ still has an essential role: it ends the accumulation. Its actual contribution to $s$, with $m=ax$, is
\[
3\int_0^a\frac{m^3}{m+a}\,dm
=3a^3\int_0^1\frac{x^3}{1+x}\,dx
=a^3\left(\frac52-3\ln2\right),
\]
which is small and positive. The first three terms of Eq.~(\ref{division}) would assign it $a^3(1-\frac32+3)=\frac52a^3$. The difference is the $-3a^3\ln2$ of Eq.~(\ref{low}). The negative remainder thus corrects an overestimate by the quadratic approximation; it does not represent a negative current.

Two changes to the model separate the ingredients. First, remove all directions with $m<c$, where $c$ is fixed. The remainder becomes
\[
-3a^3\int_c^1\frac{dm}{m+a}
=-3a^3\ln\frac{1+a}{c+a}\longrightarrow 3a^3\ln c
\qquad(a\to0).
\]
Its coefficient is finite. For $c=0.2$ the limit is $-4.828$, and direct integration at $a=10^{-4}$ gives $-4.827$. The full model at the same $a$ gives $-27.631$, and this value keeps growing in magnitude as $a$ falls. Without grazing electrons the logarithm disappears.

Second, keep the grazing electrons but make the reflectivity independent of angle. The boundary rate then follows the encounter rate, and $1/\tau_*=(1+am)/\tau$ with the same $a$ at normal incidence. The result is
\[
3\int_0^1\frac{m^2}{1+am}\,dm
=1-\frac{3a}{4}+\frac{3a^2}{5}-\frac{a^3}{2}+\cdots,
\]
an ordinary power series for $|a|<1$. Grazing motion is necessary for the logarithm but not sufficient: the reflection must also strengthen as the normal velocity falls, and the exponent matters. If $R/T\propto m^{-p}$ with $p>1$, then $1/\tau_*=(1+a\,m^{1-p})/\tau$ and the singular term is of order $a^{3/(p-1)}$; it carries a logarithm only when this exponent is an integer. The law $p=2$ gives $a^3\ln a$, whereas $p=3$ gives $(3\pi/2)a^{3/2}$ with no logarithm and $p=4$ gives $a\ln a$.

\section*{Why no power series can repair it}

For one direction, perturbation theory gives a geometric series,
\[
\frac{3m^3}{m+a}=3m^2\sum_{n=0}^{\infty}\left(-\frac am\right)^n,
\qquad |a|<m .
\]
Its radius of convergence is $m$, the distance from $a=0$ to the pole at $a=-m$. Directions closer to the planes have smaller radii. In the integral over all directions, the poles fill the segment $-1<a<0$ and reach the origin, so no common radius remains.

The jump across this segment identifies the logarithm. Approach $a=-x$ from above and below, with $0<x<1$. Because
\[
\frac1{m-x+i0}-\frac1{m-x-i0}=-2\pi i\,\delta(m-x),
\]
Eq.~(\ref{integral}) gives
\[
s(-x+i0)-s(-x-i0)=-6\pi i\,x^3 .
\]
The term $3a^3\ln a$ has the jump $3(-x)^3(2\pi i)=-6\pi i x^3$, which is the same. At $x=0.2$, numerical integration just above and below the cut gives an imaginary jump of $-0.1508$, in agreement with this formula. The discontinuity at $a=-x$ comes from the electrons with $m=x$.

For real positive $a$ the singularity is mild. The function and its first two derivatives have finite limits as $a\to0$. Three differentiations of $3a^3\ln a$ give
\[
9a^2\ln a+3a^2,\qquad 18a\ln a+15a,\qquad 18\ln a+33,
\]
so the third derivative of $s$ diverges. A plot of conductivity against $a$ looks smooth near the origin, although no cubic Taylor coefficient exists there.

\section*{A copper-like film}

Take rough values for a copper film near room temperature: $L=40$ nm, bulk resistivity $1.7\ \mu\Omega\,$cm and Fermi energy 7 eV. Choose $D=200$ nm and $R(1)=0.20$. Then
\[
r=\frac{0.20}{0.80}=0.25,\qquad
a=2\,\frac{40}{200}\,(0.25)=0.10 .
\]
The terms of Eq.~(\ref{series}) are
\[
s\simeq1-0.15000+0.03000-0.00691-0.00030=0.8728,
\]
and the closed form also gives 0.8728. The model resistivity is $1.7/0.8728=1.948\ \mu\Omega\,$cm.

Stopping at $a^2$ gives $s=0.8800$. The missing remainder is $-0.00719$, about 0.8\% of the conductivity. Directions with $m<a$ supply $-0.00208$ of it and those with $m>a$ supply $-0.00511$. At this moderate $a$ there is only one decade between $a$ and 1, so the cutoff sector is not negligible. Its share of the remainder falls only slowly as $a$ decreases. The term $3a^3\ln a$ alone is nevertheless already 96\% of the remainder, because the $-3a^3\ln2$ of Eq.~(\ref{low}) cancels an opposite term contained in Eq.~(\ref{high}).

\section*{Does the logarithm survive discrete planes?}

The rate in Eq.~(\ref{rate}) spreads the planes uniformly through the metal. An electron with $m<D/L$ typically suffers a bulk collision before it reaches the next plane, so for it this picture fails. The assumption of lost phases also needs care: electrons that cross many planes between bulk collisions must lose their phase memory in some other way, or interference changes the result. If they do lose it, the whole range that builds the logarithm is well described when
\[
\frac DL\ll a\ll1 .
\]
The example has $D/L=5$, so even electrons at normal incidence usually scatter in the bulk between planes. The logarithmic term is then a property of the formula, not a reliable separate contribution in the film.

The size of the error can be found from a Boltzmann calculation with equally spaced planes, the reflection probability $R(m)=r/(m^2+r)$ from Eq.~(\ref{ratio}), isotropic bulk scattering and a self-consistent local potential. Hold $a=0.10$ fixed by changing $r=aD/(2L)$ along with $D/L$. At $D/L=0.002$ the conductivity ratio is 0.87281, the Mayadas--Shatzkes value to the digits shown. This agreement supports both the factor 2 in $a$ and the size of the remainder. The excess over the model is 0.00016 at $D/L=0.2$, 0.00125 at $D/L=1$ and about 0.0045 at $D/L=5$.

The excess at $D/L=0.2$ is small although $D/L$ already exceeds $a$. The inequality above is therefore a cautious condition for the total conductivity at this $a$. In the example the excess is about two thirds of the magnitude of the logarithmic term, yet it lowers the resistivity only from 1.948 to $1.938\ \mu\Omega\,$cm, or 0.5\%. Agreement of the total at that level does not confirm the logarithm. Nor does the Mayadas--Shatzkes series describe the limit $a\to0$ at fixed $D/L$. At $D/L=5$ the same discrete-plane model gives $(s-1+3a/2)/a^2=2.7$, 5.8, 11.0 and 17.8 for $a=10^{-1}$, $10^{-2}$, $10^{-3}$ and $10^{-4}$. This ratio keeps growing instead of tending to 3, so in that limit the singularity enters already at second order.

\section*{Comparison with a real interconnect}

The example describes a coarse-grained film. With the customary definition of $a$, its reflection coefficient would be 0.33, a plausible size for copper. Narrow interconnect lines can have grains of some tens of nanometres. At $D=20$ nm, with $L$ and $r$ unchanged, $a=1$ and Eq.~(\ref{closed}) gives $s=\frac52-3\ln2\simeq0.42$; the small-$a$ expansion then converges too slowly to be useful.

Diffusely scattering surfaces matter more than the logarithm. In a film of thickness $h$, electrons leave a diffuse surface without drift and recover it over a normal distance $Lu$, where $u$ is the cosine to the film normal. Averaging the missing drift over the thickness, with weight $\frac32(1-u^2)$ for current along the film, gives the fractional conductivity loss
\[
\frac{3L}{2h}\int_0^1u(1-u^2)\left(1-e^{-h/(Lu)}\right)du .
\]
For $h=200$ nm and no grain boundaries this is 0.075, about ten times the magnitude of the logarithmic term. With the boundaries of the example included through $\tau_*$, the loss is 0.056; if 90\% of the surface reflections are specular it falls to 0.006, slightly below the logarithmic term.

Temperature matters too. Let the bulk resistivity rise by a rough 0.4\% of its 300 K value per kelvin, with $L$ falling in inverse proportion, and hold $D$ and $R(1)$ fixed. At 378 K, $L=30.5$ nm, $a=0.076$ and the model resistivity is $2.48\ \mu\Omega\,$cm, 27\% above its 300 K value. Boundary scattering is relatively weaker, but the bulk resistivity has risen.

Two other approximations are less serious here. The thermal energy at 300 K is 0.0037 of the Fermi energy, so evaluating the response at the Fermi surface is reasonable. Interference between planes is also weak: at the mean spacing, a round trip between neighbouring planes is at least $2D=10L$ long, so a bulk collision almost always interrupts it. Copper's nonspherical Fermi surface and tilted boundaries are not included, and their effect is not estimated here.

The delta barrier is a more serious limit. Equation~(\ref{ratio}) requires a barrier width $w$ with $k_Fw\ll1$, and here $k_F\simeq13.6$ nm$^{-1}$, so a boundary a few tenths of a nanometre wide is not thin. A rectangular barrier with the same $R(1)=0.20$ reflects oblique electrons more strongly than $r/m^2$: it gives $s=0.839$ for $w=0.1$ nm and $0.689$ for $w=0.2$ nm instead of 0.873, shifts much larger than the logarithmic term. The parameter $a$ fitted to a real film is therefore an effective quantity, and the coefficient of $a^3\ln a$ belongs to the delta-barrier model.

\section*{Computed results}
\begin{verbatim}
mean free path L = 40 nm, spacing D = 200 nm
normal-incidence R = 0.20, r = R/(1-R) = 0.250
a = 2(L/D)r = 0.1000
R giving same a in customary convention = 0.3333
bulk resistivity = 1.70 microohm cm
Fermi energy = 7.0 eV, kF = 13.55 1/nm
thin barrier, m = 1.0: R/T = 0.250
thin barrier, m = 0.3: R/T = 2.778
thin barrier, m = 0.1: R/T = 25.001
term -3a/2 = -0.15000
term 3a^2 = 0.03000
term 3a^3 ln a = -0.006908
term -3a^4 = -0.000300
sigma/sigma0, full MS = 0.872806
MS resistivity = 1.9477 microohm cm
remainder beyond a^2 = -0.007194
  from m < a: -0.002079
  from m > a: -0.005114
remainder/a^3: full | 3 ln a | m>0.2 only | constant R
a=1e-01: -7.1937 | -6.9078 | -3.8978 | -0.4606
a=1e-02: -13.8454 | -13.8155 | -4.7118 | -0.4958
a=1e-03: -20.7263 | -20.7233 | -4.8163 | -0.4996
a=1e-04: -27.6313 | -27.6310 | -4.8271 | -0.5000
limit for m>0.2 only, 3 ln 0.2 = -4.8283
third derivative at a=1e-4: -132.793
18 ln a + 33 at a=1e-4: -132.786
jump at a=-0.2, imaginary part: -0.15080
-6 pi x^3 at x=0.2: -0.15080
discrete planes at the same a: sigma/sigma0 | minus MS
D/L=0.002: 0.87281 | +0.00000
D/L=0.020: 0.87281 | +0.00000
D/L=0.200: 0.87296 | +0.00016
D/L=1.000: 0.87406 | +0.00125
D/L=5.000: 0.87737 | +0.00456
discrete-plane resistivity = 1.938 microohm cm
film thickness = 200 nm, diffuse surfaces
surface loss of sigma/sigma0 (no grains) = 0.0749
temperature coefficient = 0.004 1/K
at 378 K: a = 0.0762, L = 30.5 nm
MS resistivity at 378 K = 2.479 microohm cm
kT/EF at 300 K = 0.00369
spacing spread = 50 nm
interference matters below m of about 0.00148
\end{verbatim}
